# Forward-Volume Spin Waves and Their Long-Wavelength Group Velocity

## Forward-volume waves in a perpendicularly magnetized film

To size a spin-wave delay line, one must decide whether a single velocity fixes the delay or whether the dispersion relation must be solved at the working wavelength. For a film magnetized along its normal, the single number is $\gamma\mu_0M_sd/4$, with $\gamma$ the gyromagnetic ratio, $M_s$ the saturation magnetization and $d$ the thickness. This section derives it from the full exchange-free dispersion, which also gives the error made by using it.

### Model and static state

The film occupies $|z|<d/2$, is unbounded in its plane, and is uniformly magnetized along $+z$ by an applied field $H_0$. Exchange, anisotropy, damping and retardation are left out at first. We take $\gamma>0$, in rad s$^{-1}$ T$^{-1}$.

The static magnetization has surface charges $\pm M_s$, which produce the field $-M_s$ inside. The internal field is therefore $H_i=H_0-M_s$. Define

$$\omega_H=\gamma\mu_0(H_0-M_s)>0,\qquad \omega_M=\gamma\mu_0M_s. \tag{1}$$

The inequality is a condition of the result: the applied field must exceed $M_s$.

### Linear response

The torque equation is $\dot{\mathbf M}=-\gamma\mu_0\mathbf M\times\mathbf H$. Put $\mathbf M=M_s\hat z+\mathbf m$ and $\mathbf H=H_i\hat z+\mathbf h$. Since the length of $\mathbf M$ is conserved, $m_z=0$ to first order. The first-order part of $\mathbf M\times\mathbf H$ is $H_i\,\mathbf m\times\hat z+M_s\,\hat z\times\mathbf h$, with $\mathbf m\times\hat z=(m_y,-m_x,0)$ and $\hat z\times\mathbf h=(-h_y,h_x,0)$. Hence

$$\dot m_x=-\omega_Hm_y+\omega_Mh_y,\qquad \dot m_y=\omega_Hm_x-\omega_Mh_x. \tag{2}$$

For time dependence $e^{-i\omega t}$, multiply the first equation by $-i\omega$ and insert the second:

$$-\omega^2m_x=-\omega_H(\omega_Hm_x-\omega_Mh_x)-i\omega\omega_Mh_y .$$

Collecting $m_x$, and treating $m_y$ in the same way, gives

$$m_x=\chi h_x-i\kappa h_y,\quad m_y=i\kappa h_x+\chi h_y,\quad \chi=\frac{\omega_H\omega_M}{\omega_H^2-\omega^2},\quad \kappa=\frac{\omega\omega_M}{\omega_H^2-\omega^2}. \tag{3}$$

### The boundary-value problem

If the wavelength is much shorter than that of an electromagnetic wave at the same frequency, $\nabla\times\mathbf h=0$. Then $\mathbf h=-\nabla\phi$, and $\nabla\cdot(\mathbf h+\mathbf m)=0$. From (3),

$$\nabla\cdot\mathbf m=-\chi(\partial_x^2+\partial_y^2)\phi+i\kappa\,\partial_x\partial_y\phi-i\kappa\,\partial_y\partial_x\phi .$$

The $\kappa$ terms cancel, so inside the film

$$(1+\chi)(\partial_x^2+\partial_y^2)\phi+\partial_z^2\phi=0. \tag{4}$$

The frequency is thus independent of the in-plane direction, and we may choose $\phi=f(z)e^{ikx}$ with $k>0$. Inside, $f''=(1+\chi)k^2f$. Outside, Laplace's equation and decay at infinity give $f\propto e^{-k|z|}$.

At each surface $\phi$ is continuous. The normal induction $\mu_0(h_z+m_z)$ is continuous too, and $m_z=0$, so $f'$ is continuous. Therefore $f'=\mp kf$ at $z=\pm d/2$. Multiplying the inside equation by $f$ and integrating by parts gives

$$\int_{-d/2}^{d/2}\left[f'^2+(1+\chi)k^2f^2\right]dz=\left[ff'\right]_{-d/2}^{d/2}=-k\left[f^2(d/2)+f^2(-d/2)\right]\le0 .$$

A nonzero solution thus requires $1+\chi<0$, and $f$ oscillates inside with the real wavenumber $q$ defined by

$$q^2=-(1+\chi)k^2. \tag{5}$$

For $f=\cos qz$ and $f=\sin qz$ the condition at $z=d/2$ becomes, respectively,

$$q\tan\frac{qd}{2}=k\quad\text{(even)},\qquad q\cot\frac{qd}{2}=-k\quad\text{(odd)}. \tag{6}$$

### The fundamental mode

The mode without nodes is the even one with $u=qd/2$ between $0$ and $\pi/2$. Equation (6) gives $k=(2u/d)\tan u$ and $q/k=\cot u$. Equation (5) then gives $-\chi=1+\cot^2u=1/\sin^2u$. Inserting $\chi$ from (3),

$$\frac{\omega_H\omega_M}{\omega^2-\omega_H^2}=\frac1{\sin^2u},$$

and so

$$kd=2u\tan u,\qquad \omega^2=\omega_H^2+\omega_H\omega_M\sin^2u. \tag{7}$$

This is the dispersion relation of the model, without approximation in $kd$. The derivative $d(kd)/du=2(\tan u+u/\cos^2u)$ is positive and $kd$ runs from zero to infinity, so each $k$ belongs to one $u$ and one frequency.

The word "lowest" needs care. For any mode, (5) and (3) give

$$\omega^2=\omega_H(\omega_H+\omega_M\lambda),\qquad \lambda=\frac{k^2}{k^2+q^2}. \tag{8}$$

By (6), the mode with $n$ nodes has $qd/2$ between $n\pi/2$ and $(n+1)\pi/2$. More nodes mean larger $q$, smaller $\lambda$ and lower frequency. The mode of lowest thickness order is therefore the highest in frequency at fixed $k$. For $n\ge1$ and $kd\to0$, $qd\to n\pi$ and $\lambda\approx(kd/n\pi)^2$. The frequency then rises as $k^2$, and the group velocity vanishes at $k=0$. The fundamental alone keeps a finite velocity there.

### What $\lambda$ means

The volume charge of the wave is $-\nabla\cdot\mathbf m=-ikm_x$. There is no oscillating surface charge, because $m_z=0$. A sheet of charge $\sigma e^{ikx}$ at $z'$ has a potential $Ce^{-k|z-z'|}e^{ikx}$. The jump of $h_z$ across the sheet must equal $\sigma$, so $2kC=\sigma$. Summing over sheets with $\sigma=-ikm_x\,dz'$ and taking $h_x=-ik\phi$,

$$h_x(z)=-\int_{-d/2}^{d/2}\frac k2e^{-k|z-z'|}m_x(z')\,dz',\qquad h_y=0. \tag{9}$$

If $m_x$ is an eigenfunction of this integral with eigenvalue $\lambda$, then $h_x=-\lambda m_x$. Equations (2) become $\dot m_x=-\omega_Hm_y$ and $\dot m_y=(\omega_H+\omega_M\lambda)m_x$, which reproduce the frequency in (8). To identify the eigenvalue, apply $\partial_z^2-k^2$ to the eigenvalue equation. The kernel turns into $-k^2\delta(z-z')$, so $\lambda(m_x''-k^2m_x)=-k^2m_x$. With $m_x''=-q^2m_x$ this gives $\lambda=k^2/(k^2+q^2)$, as before. Thus $\lambda$ is a dynamic demagnetizing factor along the direction of propagation.

For $kd\ll1$ the film acts as one charged sheet with $\sigma=-ikm_xd$, whose field is $h_x=-(kd/2)m_x$. Hence $\lambda\approx kd/2$. The charge supplies one factor $k$, the in-plane gradient another, and the reach of the potential, $1/k$, removes one. This is the origin of the linear dispersion. Expanding (8) for small $\lambda$ gives $\omega\approx\omega_H+\omega_M\lambda/2$. The final factor $1/4$ is the product of these two halves.

A uniform trial profile gives a useful closed formula. Averaging the kernel over both coordinates,

$$\lambda_0=\frac1d\int_{-d/2}^{d/2}\left[1-e^{-kd/2}\cosh kz\right]dz=1-\frac{1-e^{-kd}}{kd}. \tag{10}$$

The kernel is symmetric, so this average cannot exceed the largest eigenvalue, which belongs to the fundamental. Equation (10) therefore gives a lower bound on the frequency within the model.

### Group velocity

Differentiating (7) with respect to $u$,

$$2\omega\frac{d\omega}{du}=2\omega_H\omega_M\sin u\cos u,\qquad \frac{dk}{du}=\frac{2}{d}\,\frac{\sin u\cos u+u}{\cos^2u}.$$

Their quotient is

$$v_g=\frac{\omega_H\omega_Md}{2\omega}\,\frac{\sin u\cos^3u}{\sin u\cos u+u}=\frac{\omega_H\omega_Md}{2\omega}\,\frac{\cos^2u}{1+2u/\sin2u}, \tag{11}$$

where the last step divides numerator and denominator by $\sin u\cos u=\tfrac12\sin2u$. As $kd\to0$ at fixed $\omega_H>0$, we have $u\to0$, $\omega\to\omega_H$ and $2u/\sin2u\to1$. Therefore

$$\boxed{\,v_g\to\frac{\omega_Md}{4}=\frac{\gamma\mu_0M_sd}{4}\,} \tag{12}$$

The bias field has dropped out. As $u$ grows, $1/\omega$ and $\cos^2u$ fall while $2u/\sin2u$ rises. Within this model (12) is thus an upper limit, approached from below at long wavelength.

To find how quickly it is approached, let $y=kd/2=u\tan u=u^2+u^4/3+\dots$. Inverting, $u^2=y-y^2/3+\dots$, and

$$\sin^2u=u^2-\frac{u^4}3+\dots=y-\frac{2y^2}3+\dots=\frac{kd}2-\frac{(kd)^2}6+\dots \tag{13}$$

Expanding (10) gives the same two terms, so the uniform profile is correct through second order in $kd$. With $\omega=\omega_H+\omega_M\lambda/2-\omega_M^2\lambda^2/(8\omega_H)+\dots$,

$$\omega=\omega_H+\frac{\omega_M}{4}kd-\left(\frac{\omega_M}{12}+\frac{\omega_M^2}{32\omega_H}\right)(kd)^2+\dots,$$

and differentiation with respect to $k$ yields

$$v_g=\frac{\omega_Md}{4}\left[1-kd\left(\frac23+\frac{\omega_M}{4\omega_H}\right)+\dots\right]. \tag{14}$$

The second term in the bracket warns against a bias close to $M_s$. If $\omega_H\ll\omega_Mkd\ll\omega_M$, (7) gives instead $\omega\approx\sqrt{\omega_H\omega_Mkd/2}$ and $v_g\approx\tfrac12\sqrt{\omega_H\omega_Md/(2k)}$. The limits $\omega_H\to0$ and $k\to0$ do not commute.

At the other end, $kd\gg1$, write $u=\pi/2-\epsilon$. Then $kd\approx\pi/\epsilon$ and $\sin^2u\approx1-\pi^2/(kd)^2$. The frequency approaches $\omega_\infty=\sqrt{\omega_H(\omega_H+\omega_M)}$, and differentiating $\omega^2$ gives $v_g\approx\pi^2\omega_H\omega_Md/[\omega_\infty(kd)^3]$. This leading term is approached slowly: for $\omega_H/\omega_M\approx0.7$, (11) is about 0.53 of it at $kd=10$ and 0.94 at $kd=100$. The magnetostatic wave slows to a standstill; in a real film exchange eventually takes over at large $k$.

A numerical test solved (2) with the field (9) for a film cut into 120 layers. At $\omega_H/\omega_M=0.7$ and $kd=0.05$, $0.5$, $1$ and $3$, the highest frequency agreed with (7) to a relative $2.2\times10^{-5}$ or better. The slope extrapolated to $kd=0$ was $0.25000\,\omega_Md$ for each of $\omega_H/\omega_M=0.2$, $0.7$ and $2.0$.

### Damping and loss

Gilbert damping adds $\alpha\hat z\times\dot{\mathbf m}=\alpha(-\dot m_y,\dot m_x,0)$ to the right side of the torque equation. With $\omega_2=\omega_H+\omega_M\lambda$ and time dependence $e^{st}$, the two equations are $sm_x+(\alpha s+\omega_H)m_y=0$ and $sm_y-(\alpha s+\omega_2)m_x=0$. They are compatible if

$$(1+\alpha^2)s^2+\alpha(\omega_H+\omega_2)s+\omega_H\omega_2=0 .$$

For weak damping the roots are complex, and the amplitude decays at the rate

$$\Gamma=-\mathrm{Re}\,s\approx\alpha\left(\omega_H+\tfrac12\omega_M\lambda\right). \tag{15}$$

A wave driven at real frequency then has $\mathrm{Im}\,k\approx\Gamma/v_g$. Over a path $L$ its amplitude falls by $e^{-\Gamma L/v_g}$.

### A delay line

Take $M_s=140$ kA/m, $d=5.0$ µm, $\mu_0H_0=300$ mT, $g=2.00$ and $\alpha=10^{-4}$. These are round values in the rough regime of low-loss, micrometre-thick ferrimagnetic garnet films for microwave delay lines. The internal field is $300-175.93=124.07$ mT, so the film is saturated. With $\omega_M=3.0943\times10^{10}$ rad/s, (12) gives

$$\frac{(3.0943\times10^{10}\ \mathrm{s^{-1}})(5.0\times10^{-6}\ \mathrm m)}4=38.68\ \mathrm{km/s}=38.68\ \mathrm{\mu m/ns}.$$

For a wavelength of 500 µm, $kd=0.06283$ and (7) gives $u=0.17632$ and $\sin^2u=0.030769$. In GHz, with $\omega_H/2\pi=3.4731$ and $\omega_M/2\pi=4.925$,

$$\frac{\omega}{2\pi}=\sqrt{3.4731^2+(3.4731)(4.925)(0.030769)}=3.548 .$$

The rise above $\omega_H/2\pi$ is 74.95 MHz. Dividing (11) by (12),

$$\frac{v_g}{\omega_Md/4}=\frac{2\omega_H}{\omega}\frac{\cos^2u}{1+2u/\sin2u}=\frac{2(0.9789)(0.9692)}{2.0210}=0.939 .$$

The first-order formula (14) gives 0.936. The velocity is 36.31 km/s, and a 10 mm path takes 275.4 ns. The limiting velocity would have given 258.5 ns, about 6% too short. From (15), $\Gamma=2.230\times10^6$ s$^{-1}$, so the propagation loss is $20\log_{10}(e)\,\Gamma L/v_g=5.3$ dB, without transducer losses.

At fixed field and thickness, the velocity is 38.29 km/s at $kd=0.01$, 35.02 at $0.1$, and 16.79 at $1$. Within the magnetostatic model, (12) thus agrees with (11) to one per cent only for $kd$ up to about 0.01, a wavelength of about 3 mm or more. The 10 mm path then holds at most about three wavelengths, and treating the film as unbounded becomes doubtful. In this example (12) serves as a first estimate, and (11) gives the delay if the film is many wavelengths wide and no metal lies within about a wavelength of it. The field outside the film decays only as $e^{-k|z|}$, so a closer ground plane changes the dispersion relation and the delay.

### What the model leaves out

**Retardation.** The magnetostatic step requires $\varepsilon(\omega/ck)^2\ll1$, where $\varepsilon$ is the relative permittivity of the surroundings. With $\varepsilon=12$ for the substrate, this measure is $4.2\times10^{-4}$ at 500 µm. It grows as $1/k^2$ and reaches about 0.016 at $kd=0.01$. Solving the full Maxwell equations, with film permittivity 15, air above and the substrate below, raises the velocity by 0.02% at 500 µm (delay 275.3 ns), by 0.7% at $kd=0.01$ and by 2.9% at $kd=0.005$. At that last value the velocity, 39.6 km/s, lies above (12), so the upper limit belongs to the magnetostatic model only. With $\varepsilon=12$ on both sides the rise at $kd=0.01$ is 2.5%. "Long wavelength" therefore denotes a window, $\sqrt\varepsilon\,\omega/c\ll k\ll1/d$, and not literally $k=0$. For (12) to hold, (14) also requires $kd\ll\omega_H/\omega_M$ when the bias is close to $M_s$.

**Exchange.** For an exchange stiffness of 4 pJ/m and free surfaces, the layered calculation gives a shift of 0.34 kHz for the most uniform mode, negligible beside the 74.95 MHz rise. Exchange does, however, lift the thickness modes by about $\gamma(2A/M_s)(n\pi/d)^2$, so that they can cross the fundamental. At this wavelength the crossing condition gives $n=10.89$. Odd modes do not couple to the even fundamental in a symmetric film. For the nearest even order, 10, the coupling evaluated at this wavelength corresponds to a splitting of 26 kHz. The crossings themselves lie at $kd\approx0.053$ for order 10 and $kd\approx0.077$ for order 12, with gaps of 19 and 27 kHz. All of these are well below the full linewidth $\Gamma/\pi=710$ kHz. Surface pinning or a magnetization that varies through the thickness would change this estimate.

**Anisotropy and temperature.** Real garnet films have anisotropy, and their magnetization depends on temperature. A uniaxial anisotropy field of 5 mT along the normal adds to the internal field. At fixed $k$ it raises the frequency by 140 MHz but the velocity by 0.08%. Warming by 10 K, with an assumed rough loss of $M_s$ of 0.2% per kelvin, lowers the velocity by 1.9% and raises the frequency by 97 MHz, at fixed $k$ and applied field.

The frequency shift is the more serious for a device driven at fixed frequency. The lower band edge $\omega_H/2\pi$ rises by 2% of 4.925 GHz, or 98 MHz, which carries it above the 3.548 GHz signal. In this model the wave then no longer propagates. A bias field that falls with temperature by the same amount as $\mu_0M_s$ would hold $\omega_H$ fixed and keep the signal in the band. At fixed frequency, the same 10 K would still lower the velocity and raise $k$ by about 2% each. Since $kL$ is about 126 rad for the 10 mm path, the phase would shift by about 2.6 rad. The remaining values are listed in the numerical output.

## Numbers as computed

```
TESTS
largest relative dispersion error, layers: 2.2e-05
limiting slope / (omega_M d), omega_H/omega_M = 0.2, 0.7, 2.0:
  0.25000, 0.25000, 0.25000
INPUTS (round values)
saturation magnetization Ms: 140 kA/m
thickness d: 5.0 um
applied field mu0 H0: 300 mT
wavelength: 500 um
path length: 10 mm
g factor: 2.00
Gilbert damping alpha: 1.0e-04
exchange stiffness A: 4.0 pJ/m
substrate relative permittivity: 12
loss of Ms on heating: 0.2 % per K
RESULTS
gamma: 1.75882e+11 rad/(s T)
mu0 Ms: 175.93 mT
internal field mu0(H0-Ms): 124.07 mT
omega_M: 3.0943e+10 rad/s
omega_H: 2.1822e+10 rad/s
omega_H/(2 pi): 3.4731 GHz
limiting group velocity: 38.68 km/s
same in other unit: 38.68 um/ns
k: 1.2566e+04 rad/m
k d: 0.06283
parameter u: 0.17632 rad
sin(u)^2: 0.030769
frequency: 3.5480 GHz
rise above omega_H/(2 pi): 74.95 MHz
group velocity at this k: 36.31 km/s
ratio to limit, exact: 0.9389
ratio to limit, first order in k d: 0.9358
delay over path: 275.4 ns
amplitude decay rate: 2.230e+06 1/s
loss over path: 5.33 dB
k d, frequency (GHz), group velocity (km/s):
  0.01, 3.4853, 38.29
  0.10, 3.5902, 35.02
  1.00, 4.2872, 16.79
  3.00, 4.8978, 5.27
NEGLECTED EFFECTS
exchange frequency shift: 0.336 kHz
thickness order at crossing: 10.89
nearest even order: 10
estimated splitting there: 26.4 kHz
full linewidth: 710 kHz
retardation measure eps (omega/ck)^2: 4.2e-04
anisotropy field taken: 5 mT
  frequency shift: 140.0 MHz
  velocity change: 0.08 %
temperature rise taken: 10 K
  frequency shift: 97.0 MHz
  velocity change: -1.90 %
```
